# Haar-uniform quaternion rotations for the nonlocal energy in variational Monte Carlo

## What symmetry fixes

Let $F(\mathbf u)$ be a function on the unit sphere, and let $\langle F\rangle=\frac1{4\pi}\int F\,d\Omega$ be its average. A quadrature rule has unit vectors $\mathbf u_k$ and weights $w_k$ with $\sum_k w_k=1$. Turned by a random rotation $R$, it gives the estimate

$$Q_R=\sum_k w_k F(R\mathbf u_k).$$

If the law of $R$ prefers no direction, its mean can keep only the part of $F$ that has no direction, the constant $\langle F\rangle$. The mean of $Q_R$ is then right, however few points the rule has.

Euler angles drawn uniformly do prefer a direction. In the convention used here, $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$, it is the laboratory $z$ axis, and the law is unchanged by turns about $z$ made before or after $R$. (Conventions with three different axes, such as $R_xR_yR_z$, single out other axes and in general give other numbers.) The mean can therefore contain only parts of $F$ and of the rule that are symmetric about $z$. These are Legendre components, and a rotation does not mix different degrees $L$. The form of the answer is thus

$$E[Q_R]-\langle F\rangle=\sum_{L\ge1}F_L\,a_L\,c_L,$$

with one factor each from the integrand, the sampler and the rule. The factors are derived below.

## The integral to be estimated

Hartree atomic units are used. An electron sits at $r\hat{\mathbf r}$ from a pseudo-atom, all other electrons are held fixed, and $\Psi$ is real. The nonlocal operator multiplies each angular-momentum component of $\Psi$ by a radial function $v_l(r)$:

$$(V\Psi)(r\hat{\mathbf r})=\sum_l v_l(r)\sum_m Y_{lm}(\hat{\mathbf r})\int Y_{lm}^*(\mathbf u)\Psi(r\mathbf u)\,d\Omega_u .$$

The addition theorem, $\sum_m Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\mathbf u)=\frac{2l+1}{4\pi}P_l(\hat{\mathbf r}\cdot\mathbf u)$, removes the sum over $m$. Division by $\Psi(r\hat{\mathbf r})$ gives the contribution to the local energy, $E_{\rm NL}=\langle F\rangle$, with

$$F(\mathbf u)=\sum_l(2l+1)\,v_l(r)\,P_l(\hat{\mathbf r}\cdot\mathbf u)\,\frac{\Psi(r\mathbf u)}{\Psi(r\hat{\mathbf r})}.$$

The factor $1/4\pi$ has gone into the average. A rule of degree $p$ integrates all spherical harmonics through $L=p$ exactly, in any orientation. The octahedron, six points $\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}$ of weight $1/6$, has $p=3$. Higher components of $F$ can cause an error that depends on $R$. For a rule with an inversion centre, such as the octahedron, odd $L$ cancel between opposite points and only even $L$ contribute. Random rotation is meant to make this error average to zero.

## From four normal numbers to a rotation

Write a quaternion as $q=(w,\mathbf s)$ with $\mathbf s=(x,y,z)$. The product and conjugate are

$$(w_1,\mathbf s_1)(w_2,\mathbf s_2)=(w_1w_2-\mathbf s_1\cdot\mathbf s_2,\;w_1\mathbf s_2+w_2\mathbf s_1+\mathbf s_1\times\mathbf s_2),\qquad q^*=(w,-\mathbf s).$$

The product is associative, $qq^*=|q|^2$, and $(pq)^*=q^*p^*$ because the cross product changes sign when its factors are exchanged. Hence $|pq|^2=p\,q q^*p^*=|p|^2|q|^2$.

For $|q|=1$, treat a vector $\mathbf v$ as $(0,\mathbf v)$ and form $q\mathbf vq^*$. The first product is $(-\mathbf s\cdot\mathbf v,\;w\mathbf v+\mathbf s\times\mathbf v)$. After multiplication by $(w,-\mathbf s)$ the scalar part is $-w\,\mathbf s\cdot\mathbf v+w\,\mathbf v\cdot\mathbf s+(\mathbf s\times\mathbf v)\cdot\mathbf s=0$. The vector part is

$$\mathbf s(\mathbf s\cdot\mathbf v)+w^2\mathbf v+w\,\mathbf s\times\mathbf v-w\,\mathbf v\times\mathbf s-(\mathbf s\times\mathbf v)\times\mathbf s .$$

Here $-\mathbf v\times\mathbf s=\mathbf s\times\mathbf v$ and $(\mathbf s\times\mathbf v)\times\mathbf s=s^2\mathbf v-\mathbf s(\mathbf s\cdot\mathbf v)$, so

$$R(q)\mathbf v=(w^2-s^2)\mathbf v+2\mathbf s(\mathbf s\cdot\mathbf v)+2w\,\mathbf s\times\mathbf v .$$

Setting $w=\cos(\omega/2)$ and $\mathbf s=\mathbf n\sin(\omega/2)$ turns this into $\cos\omega\,\mathbf v+(1-\cos\omega)\mathbf n(\mathbf n\cdot\mathbf v)+\sin\omega\,\mathbf n\times\mathbf v$, the rotation by $\omega$ about $\mathbf n$. Every rotation is reached, and $q$ and $-q$ give the same one. With $w^2-s^2=1-2s^2$ the matrix is

$$R=\begin{pmatrix}1-2(y^2+z^2)&2(xy-wz)&2(xz+wy)\\2(xy+wz)&1-2(x^2+z^2)&2(yz-wx)\\2(xz-wy)&2(yz+wx)&1-2(x^2+y^2)\end{pmatrix}.$$

Since $p(q\mathbf vq^*)p^*=(pq)\mathbf v(pq)^*$, rotations compose as $R(pq)=R(p)R(q)$.

**Sampler.** Draw $g=(g_w,g_x,g_y,g_z)$ from independent standard normal laws and set $q=g/|g|$.

## Why this sampler is unbiased

The density of $g$ is $(2\pi)^{-2}e^{-|g|^2/2}$, which depends on length alone. For a fixed unit quaternion $p$, the map $g\to pg$ is linear and preserves length. It is therefore orthogonal, and $pg$ has the same law as $g$. Since $|pg|=|g|$, the normalized vectors $pq$ and $q$ also share one law. The same holds for $qp$. So $R$, $SR$ and $RS$ have the same law for every fixed rotation $S$, which is what Haar-uniform means.

It remains to find where $R$ sends a point. Start with $\hat{\mathbf z}$, whose image has the $z$ component

$$R_{33}=1-2(x^2+y^2)=2(w^2+z^2)-1=2t-1,\qquad t=\frac{A}{A+B},$$

where $A=g_w^2+g_z^2$ and $B=g_x^2+g_y^2$. In plane polar coordinates a pair of normal numbers has radial density $\rho e^{-\rho^2/2}$, so $A=\rho^2$ has density $\frac12e^{-A/2}$, and likewise $B$. For $0<\tau<1$ the condition $t\le\tau$ means $B\ge A(1-\tau)/\tau$. Since $P(B\ge b)=e^{-b/2}$,

$$P(t\le\tau)=\int_0^\infty\tfrac12e^{-A/2}e^{-A(1-\tau)/(2\tau)}dA=\int_0^\infty\tfrac12e^{-A/(2\tau)}dA=\tau .$$

Thus $t$ is uniform on $[0,1]$ and $R_{33}$ is uniform on $[-1,1]$. A further turn about $z$ leaves the law unchanged, so the azimuth is uniform and independent of $R_{33}$. Because $d\Omega=d(\cos\theta)\,d\varphi$, the point $R\hat{\mathbf z}$ is uniform on the sphere.

Any other point is $\mathbf u=T\hat{\mathbf z}$ for some fixed rotation $T$. Then $R\mathbf u=(RT)\hat{\mathbf z}$, and $RT$ has the law of $R$. Every rule point is uniform on the sphere, and

$$E[Q_R]=\sum_kw_k\langle F\rangle=\langle F\rangle .$$

The points of one rule are strongly correlated with each other, but a mean of a sum does not need independence. The argument does assume that $R$ is drawn independently of the electron configuration. Tying $R$ to the configuration can spoil the result: in the fixed-electron example below, an octahedron with one axis locked to $\hat{\mathbf r}$ and spun at random about it is off by $-0.013$ hartree.

## What uniform Euler angles do instead

Let $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$, so that $R\hat{\mathbf z}$ has polar angle $\beta$ and azimuth $\alpha$. For Haar rotations $\cos\beta$ is uniform, which gives $\beta$ the density $\frac12\sin\beta$ on $[0,\pi]$. The angle $\alpha$ is uniform, and so is $\gamma$, independently, because a turn about $z$ made before $R$ does not change the law.

The naive choice takes $\beta$ uniform, with density $1/\pi$. Relative to Haar, the image of $\hat{\mathbf z}$ is then oversampled by

$$\frac{1/\pi}{\frac12\sin\beta}=\frac{2}{\pi\sin\beta}.$$

This is 3.67 at $10^\circ$ from a pole and 0.64 at the equator. The cure within Euler angles is $\beta=\arccos(1-2U)$ with $U$ uniform on $[0,1]$.

The oversampling of the poles does not hold for each rule point. The image of $\hat{\mathbf x}$ has $z$ component $-\sin\beta\cos\gamma$. The fractions of images within $30^\circ$ of either pole are:

- Haar, any point: $1-\cos30^\circ=0.134$.
- Naive, point on the $z$ axis: $60^\circ/180^\circ=0.333$.
- Naive, point on the equator: $P(|\sin\beta\cos\gamma|>\cos30^\circ)=0.088$, by numerical integration.

An octahedron has two axial and four equatorial points, so its pooled fraction is $(0.333+2\times0.088)/3=0.170$. The caps are still oversampled, though by much less than for the axial points alone.

## The bias, factor by factor

Let $\mathbf u_k$ have polar angle $\theta_k$ and azimuth $\varphi_k$. The average over $\alpha$ replaces $F$ by its azimuthal mean about $z$,

$$\bar F(\cos\theta)=\sum_LF_LP_L(\cos\theta),\qquad F_L=\frac{2L+1}{2}\int_{-1}^1\bar F(t)P_L(t)\,dt,\qquad F_0=\langle F\rangle .$$

The $z$ component of $R\mathbf u_k$ is $\cos\beta\cos\theta_k-\sin\beta\sin\theta_k\cos(\varphi_k+\gamma)$. In the addition theorem for $P_L$ of this argument, every term with $m\ne0$ carries $\cos m(\varphi_k+\gamma)$, up to a sign, and averages to zero over $\gamma$. What remains is $P_L(\cos\beta)P_L(\cos\theta_k)$. Averaging over $\beta$ and summing over the rule gives the bias stated at the start, with

$$a_L=\frac1\pi\int_0^\pi P_L(\cos\beta)\,d\beta,\qquad c_L=\sum_kw_kP_L(\cos\theta_k).$$

With the Haar density in place of $1/\pi$, $a_L$ would be $\frac12\int_{-1}^1P_L(t)\,dt=0$ for $L\ge1$, and the bias would vanish.

**Sampler factor.** For odd $L$, $a_L=0$ by the symmetry $\beta\to\pi-\beta$. For uniform $\beta$ the means of $\cos^2\beta$ and $\cos^4\beta$ are $\frac12$ and $\frac38$, so

$$a_2=\tfrac12\left(\tfrac32-1\right)=\tfrac14,\qquad a_4=\tfrac18\left(35\cdot\tfrac38-30\cdot\tfrac12+3\right)=\tfrac9{64}.$$

**Rule factor.** For the octahedron, with $P_2(0)=-\frac12$ and $P_4(0)=\frac38$,

$$c_2=\tfrac16\left[2+4\left(-\tfrac12\right)\right]=0,\qquad c_4=\tfrac16\left[2+4\cdot\tfrac38\right]=\tfrac7{12}.$$

At $L=2$ the axial and equatorial points contribute with opposite signs and cancel. At $L=4$ both contributions are positive and add. The leading bias is $\frac9{64}\cdot\frac7{12}F_4=\frac{21}{256}F_4$.

In general $c_L=0$ for $1\le L\le p$, so the bias begins above the degree of the rule. If $F$ has no components above $p$, both samplers give the exact integral. Otherwise the naive bias is generally nonzero and does not shrink with the number of samples.

## Pseudocode

```
choose points u[k], weights w[k], sum of w = 1
for each sampled electron configuration:
  E = 0
  for each electron-pseudoatom pair within range:
    r, rhat = distance and direction from atom
    repeat: g = four standard normal numbers
    until |g| > 1e-3
    R = rotation_matrix(g / |g|)
    for each k:
      u = R u[k]
      ratio = Psi(electron moved to atom + r u) / Psi
      for each channel l:
        E += w[k] (2l+1) v_l(r) P_l(rhat.u) ratio
  record E
```

One rotation may be shared by all pairs in a configuration. Each pair's mean is still right, and means add. Sharing does correlate their errors, which can change the variance of the sum.

## Cost and stability

A rotation costs four normal numbers, one square root, one division and a few tens of multiplications. Each rule point then costs nine multiplications and one wave-function ratio. When a ratio costs much more than these few multiplications, the cost is close to $K$ ratios per pair for a $K$-point rule. Changing the sampler leaves this count unchanged.

Normalization is unsafe only when $|g|$ is tiny. Near the origin the density is $(2\pi)^{-2}$ and a four-dimensional ball of radius $\epsilon$ has volume $\pi^2\epsilon^4/2$, so $P(|g|<\epsilon)\approx\epsilon^4/8$. For $\epsilon=10^{-3}$ this is about $10^{-13}$. Redrawing in that case causes no bias, since the decision uses the length and not the direction.

## Worked example

The model has one electron and a bond of length $D=2$ bohr along the unit vector $\mathbf b$:

$$\Psi(\mathbf r)=e^{-\zeta r}+e^{-\zeta|\mathbf r-D\mathbf b|},\qquad\zeta=1\ \text{bohr}^{-1}.$$

At $r=1$ bohr the channel strengths are $v_0=1$ and $v_1=0.5$ hartree. Other energy terms and the average over $r$ are left out.

**Fixed electron.** Let $\mathbf b=\hat{\mathbf z}$, with the electron at $60^\circ$ from the bond. The azimuthal mean of $\hat{\mathbf r}\cdot\mathbf u$ is $t\cos60^\circ$, where $t=u_z$. Hence $3v_1t\cos60^\circ=0.75\,t$ hartree, and

$$\bar F(t)=(1+0.75\,t)\,\frac{\psi(t)}{\psi(1/2)}\ \text{hartree},\qquad\psi(t)=e^{-1}+e^{-\sqrt{5-4t}} .$$

The angular integral is 0.98004 hartree, and $F_4=0.04292$ hartree. The leading octahedral bias is

$$\tfrac{21}{256}\times0.04292=0.00352\ \text{hartree}.$$

All degrees together give 0.00367 hartree (100 meV), or 0.37% of the integral. With 200,000 rotations per sampler:

- Quaternions give $0.98006\pm0.00003$ hartree, one standard error from the integral.
- Uniform Euler angles give $0.98367\pm0.00003$ hartree, more than 100 standard errors above it and in agreement with the predicted bias.

The naive standard error of $3.20\times10^{-5}$ hartree corresponds to a scatter of $3.20\times10^{-5}\sqrt{200000}=0.0143$ hartree per rotation. Bias and standard error are equal after $(0.0143/0.00367)^2\approx15$ rotations. Beyond that, the bias is the larger.

A 12-point icosahedron with a vertex on $z$ has degree 5, so its bias starts at $L=6$. Here it is 0.00032 hartree, about eleven times smaller, for twice as many ratios. The leading term is $F_6a_6c_6$ with $F_6=0.00743$ hartree, $a_6=\frac{25}{256}$ and $c_6=0.44$, which gives 0.00032 hartree. The product $a_Lc_L$ drops only from 0.082 to 0.043; the rest of the gain comes from $F_6$ being about six times smaller than $F_4$ for this integrand. Degree alone does not fix the size of the bias. Since $a_L=0$ for odd $L$, rules of degree 2 and 3 both start at $L=4$: a tetrahedron (degree 2) with a vertex on $z$ has $c_4=\frac7{27}$ and a bias of 0.00186 hartree here, half that of the octahedron. The factor $c_L$ also depends on how the rule is oriented relative to $z$: with a threefold axis on $z$ the octahedron has $c_4=-\frac7{18}$ and a bias of $-0.00217$ hartree. Raising the degree past the next even $L$ removes that term of the bias, but does not cure the sampler.

**Averaged electron direction.** One might hope that averaging over configurations removes the bias. At fixed $r$, weight the electron directions by $\Psi^2$. Since $R$ is independent of $\hat{\mathbf r}$, the average over $\hat{\mathbf r}$ may be taken first. One factor of $\Psi(r\hat{\mathbf r})$ cancels the denominator of $F$, which leaves

$$G(\mathbf u)=\frac{\Psi(r\mathbf u)}{\langle\Psi^2\rangle}\sum_lv_l\,\Psi_l(\mathbf u),\qquad\Psi_l(\mathbf u)=(2l+1)\langle P_l(\hat{\mathbf r}\cdot\mathbf u)\Psi(r\hat{\mathbf r})\rangle_{\hat{\mathbf r}} .$$

This function is symmetric about the bond, so $G=\sum_LG_LP_L(\mathbf b\cdot\mathbf u)$. If the bond makes an angle $\chi$ with the laboratory $z$ axis, the azimuthal mean of $P_L(\mathbf b\cdot\mathbf u)$ about $z$ is $P_L(\cos\chi)P_L(u_z)$, again by the addition theorem. Therefore

$$\text{bias}(\chi)=\sum_{L\ge1}G_L\,a_L\,c_L\,P_L(\cos\chi).$$

The true shell average is 0.98614 hartree for any tilt, and $G_4=0.02502$ hartree. The leading term is $\frac{21}{256}G_4P_4(\cos\chi)=0.00205\,P_4(\cos\chi)$ hartree, where $P_4(\cos\chi)$ is $1$, $-0.406$ and $0.375$ at the three tilts below.

- $\chi=0^\circ$: leading term $+0.00205$, full bias $+0.00214$ hartree.
- $\chi=45^\circ$: leading term $-0.00083$, full bias $-0.00083$ hartree.
- $\chi=90^\circ$: leading term $+0.00077$, full bias $+0.00076$ hartree.

The computed shell average changes by 0.00297 hartree (81 meV) over these tilts, although turning the whole molecule cannot change the true value. This size belongs to the one radius and the channel strengths of the model, not to the total energy of a real molecule. The bias averages to zero over all bond directions, because $\int_{-1}^1P_L(t)\,dt=0$ for $L\ge1$, but a calculation with one fixed orientation does not take that average. The numerical check checks these biases by direct averages over rotation grids.

## Failure modes and checks

**Normalizing a point from a cube.** Four numbers uniform on $[-1,1]$ do not give a uniform direction. The probability per solid angle is proportional to $\int_0^{\rho_{\max}}\rho^3d\rho=\rho_{\max}^4/4$. The distance to the surface, $\rho_{\max}$, is 1 along an axis and 2 along a diagonal, so the density varies by a factor of 16. Rejecting points outside the unit ball repairs this.

**Checking one matrix element.** Under Haar sampling each of the nine elements of $R$ is uniform on $[-1,1]$, since each is a Cartesian component of a uniformly distributed unit vector. Checking $R_{33}$ exposes uniform $\beta$, but misses a forgotten $\gamma$. With $\gamma=0$ and $\cos\beta$ uniform, $R_{33}$ is correct while $R_{31}=-\sin\beta$ is never positive. All nine elements should be checked; passing is necessary for a Haar law, but does not prove it.

**Nonlinear use of the estimate.** Unbiasedness concerns the mean of $Q_R$. The mean of its square is $\langle F\rangle^2+\operatorname{Var}Q_R$, so the measured variance of the local energy includes quadrature scatter. Similarly, for $\tau>0$ convexity gives $E[e^{-\tau Q_R}]\ge e^{-\tau\langle F\rangle}$. A weight built from the exponential of the estimate is therefore biased even with Haar rotations, unless $Q_R$ has no scatter. For small $\tau$, $E[e^{-\tau Q_R}]\approx e^{-\tau\langle F\rangle}\left(1+\tfrac12\tau^2\operatorname{Var}Q_R\right)$, so to this order a rule with less scatter reduces the effect; at larger $\tau$ higher moments also matter.

## Computed results

```
orbital exponent zeta = 1.0 1/bohr
bond length D = 2.0 bohr; electron radius r = 1.0 bohr
channel strengths v0 = 1.0, v1 = 0.5 hartree
electron angle from bond = 60.0 deg
number of random rotations per sampler = 200000
largest CDF deviation, 9 quaternion elements = 0.00312
CDF deviation of R33, naive Euler = 0.10495
Fraction within 30 deg of either pole:
  Haar, any point = 0.13397
  naive, point on z axis = 0.33333
  naive, point on equator = 0.08832
  naive, mean over octahedron = 0.16999
naive/Haar density of z image at 10 deg = 3.6661
naive/Haar density of z image at 90 deg = 0.6366
a2, a4, a6 = 0.250000, 0.140625, 0.097656
octahedron c4, c6 = 0.583333, 0.125000
icosahedron c6 = 0.440000
Fixed electron, bond along z:
  exact nonlocal energy = 0.9800366 hartree
  F4 = 0.0429186 hartree; F6 = 0.0074314 hartree
  leading L=4 bias, 6 points = 0.0035207 hartree
  full naive bias, 6 points = 0.0036695 hartree
  the same bias = 99.851 meV
  full naive bias, 12 points = 0.0003225 hartree
  Haar standard deviation, 6 points = 0.0126570 hartree
  quaternion MC mean = 0.9800645 hartree
  quaternion MC standard error = 0.0000283 hartree
  naive MC mean = 0.9836668 hartree
  naive MC standard error = 0.0000320 hartree
Electron direction averaged with psi^2, 6 points:
  exact shell energy, any tilt = 0.9861355 hartree
  shell coefficient G4 = 0.0250208 hartree
  tilt  0 deg: naive energy = 0.9882772 hartree
  tilt  0 deg: bias = +0.0021417 hartree
  tilt 45 deg: naive energy = 0.9853033 hartree
  tilt 45 deg: bias = -0.0008322 hartree
  tilt 90 deg: naive energy = 0.9868969 hartree
  tilt 90 deg: bias = +0.0007614 hartree
  false spread over these tilts = 0.0029739 hartree
  the same spread = 80.924 meV
```
